Joining Scattering Matrices with Evanescent Modes: The Bounded Star Product

**What flux conservation fixes**

An electron moves along x through a structure with real potential. In Hartree atomic units a single transverse mode obeys

φₓₓ = 2(e − E)φ,

where subscripts x denote derivatives, E is the energy and e the mode's local threshold. The state at a point is the pair φ, φₓ. These differ in dimension by one length, so they can be added only with the help of a wave number. Choose any fixed q > 0 and define

a = (√q φ − iφₓ/√q)/2
b = (√q φ + iφₓ/√q)/2.

Adding and subtracting gives the inverse relations

φ = (a + b)/√q, φₓ = i√q (a − b).

If the medium had wave number q, a would be the right-moving and b the left-moving wave. In any other medium they are still a valid description of φ and φₓ. Expanding the squares, the terms |φ|² and |φₓ|² cancel in the difference and the cross terms leave

|a|² − |b|² = Im(φ*φₓ).

The right side is the particle flux. It is independent of x, because its derivative is Im(|φₓ|² + 2(e − E)|φ|²) = 0. Between a left face L and a right face R, therefore,

|a_L|² − |b_L|² = |a_R|² − |b_R|².

A transfer matrix maps (a_L, b_L) to (a_R, b_R) and preserves a difference of squares. That sets no upper limit on its entries: cosh²θ − sinh²θ = 1 for every θ. Moving the negative terms across gives

|b_L|² + |a_R|² = |a_L|² + |b_R|².

A scattering matrix maps the incoming (a_L, b_R) to the outgoing (b_L, a_R). It preserves a sum of squares, so it is unitary and no entry exceeds 1 in modulus. Nothing here required the mode to propagate.

**One evanescent slab by hand**

Let a slab of thickness d have constant e, and let

k = √(2(E − e)), Im k ≥ 0, p = e^{ikd}.

For a closed mode k = iκ with κ > 0, and p = e^{−κd} is less than 1. Send in a_L = 1 from the left and b_R = 0 from the right. Write the solution with each exponential measured from the face where it is largest:

φ(x) = c[e^{ikx} + s e^{ik(d−x)}].

At x = d, φ = c(p + s) and φₓ = ikc(p − s). The condition b_R = 0 means qφ + iφₓ = 0, hence

q(p + s) − k(p − s) = 0
s = −ρp, ρ = (q − k)/(q + k).

At x = 0, φ = c(1 + sp) and φₓ = ikc(1 − sp). The condition a_L = 1 means qφ − iφₓ = 2√q, hence

2√q = c[(q + k) + (q − k)sp] = c(q + k)(1 − ρ²p²).

The reflected wave is b_L and the transmitted wave is a_R:

r = c[(q − k) + (q + k)sp]/(2√q) = ρ(1 − p²)/(1 − ρ²p²)
t = c[(q + k)p + (q − k)s]/(2√q) = (1 − ρ²)p/(1 − ρ²p²).

The slab is symmetric, so the same r and t hold for incidence from the right. Only p appears, never the growing 1/p. At a threshold, k → 0, both expressions become 0/0. To first order in k the numerator of t is 4k/q and its denominator 4k/q − 2ikd, so t → 2/(2 − iqd). The numerator of r is −2ikd over the same denominator, so r → −iqd/(2 − iqd). A program should use the limits there, and also very close to a threshold, where the differences lose digits.

Take κ = 2.370 bohr⁻¹, d = 1.5 bohr and q = 1 bohr⁻¹. Then p = 0.02858. Since 1 − ρ² = 4qk/(q + k)²,

|1 − ρ²| = 4qκ/(q² + κ²) = 9.480/6.617 = 1.433.

The denominator differs from 1 by less than 0.1 %, so |t| ≈ 1.433 × 0.02858 = 0.0410. Unitarity then gives |r| = √(1 − 0.0410²) = 0.9992. Most of the reference wave is reflected, but its amplitude is not amplified.

**Two slabs by hand**

Put slab 2 directly behind slab 1. Because φ and φₓ are continuous and q is common, a and b are continuous at the joint; no interface matrix is needed. With a_L = 1 and nothing incident from the right, the waves at the joint obey

a = t₁ + r₁b, b = r₂a.

Substitution gives a = t₁/(1 − r₁r₂), and the transmitted wave is

t₁₂ = t₂t₁/(1 − r₁r₂).

The denominator accounts for repeated reflection between the slabs. If both slabs have the same k, the result must be one slab with p = p₁p₂. To check this, write Dⱼ = 1 − ρ²pⱼ². Then

(1 − r₁r₂)D₁D₂ = (1 − ρ²p₁²)(1 − ρ²p₂²) − ρ²(1 − p₁²)(1 − p₂²).

On multiplying out, the terms ρ²p₁² and ρ²p₂² cancel, leaving

1 − ρ² − ρ²p₁²p₂² + ρ⁴p₁²p₂² = (1 − ρ²)(1 − ρ²p₁²p₂²).

Therefore

t₁₂ = (1 − ρ²)p₁p₂/(1 − ρ²p₁²p₂²),

as required. For two of the slabs above, |t₁₂| ≈ 1.433 × 0.02858² = 0.00117. As more are added, t tends to zero and r to ρ. The transfer matrix instead contains cosh κd and sinh κd, and hence the factor 1/p = 35.0 for one slab and 1220 for two.

**Many transverse modes**

Now let the electron move in a strip 0 < y < W with hard walls, and let the potential V(y) be constant along x within each slice. Expand

ψ(x,y) = Σₙ φₙ(x)χₙ(y), χₙ = √(2/W) sin(nπy/W).

Keep N modes. Projecting the Schrödinger equation on each χₘ gives

φₓₓ = 2(H − E)φ, Hₘₙ = εₙδₘₙ + ⟨m|V|n⟩, εₙ = n²π²/(2W²).

Here φ is a column of N amplitudes and H is real symmetric. The same definitions of a and b apply to columns, with the same q for every mode. The flux is Im(φ†φₓ), and its derivative Im[φₓ†φₓ + 2φ†(H − E)φ] vanishes because H is symmetric.

The matrix S of a slice or chain has the blocks

b_L = r a_L + t′ b_R
a_R = t a_L + r′ b_R.

It exists for every finite chain. Indeed, if both inputs vanish, the sum rule makes both outputs vanish, and then φ = φₓ = 0 everywhere. The linear map from the 2N initial values φ, φₓ to the 2N inputs is thus invertible. The sum rule also gives S†S = 1, with closed modes included. This is exact within the N-mode model; whether N is large enough is a separate question.

For one slice, diagonalize H = U diag(eₙ)Uᵀ. Since q is the same for all modes, the rotation Uᵀ acts on a and b alike, and each rotated mode is the slab solved above:

r = r′ = U diag(rₙ)Uᵀ, t = t′ = U diag(tₙ)Uᵀ.

**The star product**

Join A on the left to B on the right. At the joint,

a = t_A a_L + r′_A b
b = r_B a + t′_B b_R.

Insert the second line into the first:

(1 − r′_A r_B)a = t_A a_L + r′_A t′_B b_R.

With X = (1 − r′_A r_B)⁻¹ this determines a, then b. Inserting them into b_L = r_A a_L + t′_A b and a_R = t_B a + r′_B b_R gives

r = r_A + t′_A r_B X t_A
t = t_B X t_A
r′ = r′_B + t_B X r′_A t′_B
t′ = t′_A(1 + r_B X r′_A)t′_B.

This is the Redheffer star product. The order of factors matters, since matrices of different slices need not commute.

**Why each step is bounded**

The inverse X has to exist and remain moderate. First, t of a finite chain is invertible. If t v = 0, send in a_L = v and b_R = 0; then a_R = b_R = 0, so φ and φₓ vanish at the right face, the solution vanishes everywhere, and v = 0. The mirror argument covers t′.

The first block column of S†S = 1 gives r†r + t†t = 1. With ‖·‖ the largest singular value and σ_min the smallest,

‖r‖² = 1 − σ_min(t)² < 1.

The same holds for r′ and t′. Hence ‖r′_A r_B‖ ≤ ‖r_B‖ < 1, the geometric series for X converges, and

‖X‖ ≤ 1 + ‖r_B‖ + ‖r_B‖² + … = 1/(1 − ‖r_B‖).

If B is a single slice, this bound does not depend on how long A already is. The joined matrix is again unitary: the flux leaving A is the flux entering B, so the joint drops out of the sum rule.

The bound weakens when a slice is thick compared with 1/κ of a closed mode, because p is then small and ‖r_B‖ close to 1. Raising N at fixed thickness has the same effect. The bound also concerns only one step; it does not by itself limit the rounding error accumulated over many steps, which the example below measures.

Two long chains can be joined in one product too, so that equal halves allow repeated doubling. Then both ‖r′_A‖ and ‖r_B‖ may be close to 1. If r′_A r_B has an eigenvalue near 1, X is large. This happens without any trapping for a closed mode with κ ≫ q, where ρ² is close to 1. It can also mean that a wave is nearly trapped between the chains, and then the result can be sensitive to small changes in the data. Unitarity of the final matrix does not remove that sensitivity.

**Why the transfer matrix is not bounded**

Let M map (a_L, b_L) to (a_R, b_R), and let Σ = diag(1, −1) in N×N blocks. Flux conservation reads M†ΣM = Σ. Multiplying by Σ from the left shows M⁻¹ = ΣM†Σ, and therefore also MΣM† = Σ. Set Q = MM†. Then

Q⁻¹ = (M⁻¹)†M⁻¹ = ΣMΣΣM†Σ = ΣQΣ.

In Q + Q⁻¹ = Q + ΣQΣ the off-diagonal blocks cancel and the diagonal ones double. To find them, solve the scattering relations for the incoming waves b_R and a_L. From b_R = t′⁻¹(b_L − r a_L), the lower right block of M is M_bb = t′⁻¹. From a_L = t⁻¹(a_R − r′b_R), the upper left block of M⁻¹ is t⁻¹; it equals M_aa† by M⁻¹ = ΣM†Σ, so M_aa = (t†)⁻¹. The diagonal blocks of MΣM† = Σ are

M_aa M_aa† − M_ab M_ab† = 1
M_ba M_ba† − M_bb M_bb† = −1.

They eliminate M_ab and M_ba from the diagonal blocks of Q:

Q_aa = 2(tt†)⁻¹ − 1, Q_bb = 2(t′†t′)⁻¹ − 1.

The matrices t†t = 1 − r†r and t′t′† = 1 − rr† have the same eigenvalues τ, because r†r and rr† do. A singular value μ of M thus satisfies

μ² + μ⁻² = 2(2/τ − 1), so (μ + 1/μ)² = 4/τ.

Solving μ + 1/μ = 2/√τ gives μ = [1 ± √(1 − τ)]/√τ. The largest value belongs to the smallest τ:

‖M‖ = [1 + √(1 − τ_min)]/√τ_min, √τ_min = σ_min(t).

For a strongly closed channel this is nearly 2/σ_min(t). The small number that the scattering matrix stores harmlessly appears in the transfer matrix as its reciprocal.

Overflow is the later of two failures. Double precision has a relative spacing of about 2 × 10⁻¹⁶. Once ‖M‖ exceeds the inverse of this, rounding errors relative to ‖M‖ can be larger than the order-one information about open channels. Rescaling M would postpone overflow but would not restore those digits.

**Attaching the leads**

Physical probabilities refer to the leads' own modes. In a lead with V = 0, write for each mode

φ = (α + β)/√k, φₓ = i√k(α − β),

with α moving or decaying to the right and β to the left. The factor 1/√k gives open modes unit flux per unit |α|². At a left lead, continuity with the reference waves requires

α + β = √(k/q)(a + b), α − β = √(q/k)(a − b).

For b = 0, adding and subtracting these equations gives

t = a/α = 2√(kq)/(k + q), r = β/α = (k − q)/(k + q).

For α = 0 their sum gives k(a + b) + q(a − b) = 0, so r′ = a/b = (q − k)/(q + k) = −r. Inserting this a into the first equation gives t′ = β/b = 2√(kq)/(k + q). The right interface is the mirror image. Both are attached by star products after the chain is complete.

At the left lead the inverse always exists, because |r′| ≤ 1 at the interface while the chain has ‖r‖ < 1. For a long chain, however, ‖r‖ can be so close to 1 that the inverse becomes very large, for example at the energy of a state bound near the left face. The second attachment can be exactly singular. A null vector of 1 − r′_A r_B is then a nonzero solution without incoming lead waves. Away from thresholds, its outgoing flux Σ(|α|² + |β|²) over open channels must vanish, so only decaying waves remain in the leads. The solution is a bound state. Conversely, a bound state supplies such a null vector.

In the lead basis, therefore, only the block between open channels is guaranteed to be unitary. A single decaying wave carries no flux, and entries involving closed modes can grow without limit near a bound state.

A one-mode well of depth 0.5 hartree and width 4 bohr, between leads with threshold zero, illustrates this. For the lowest bound state the matching becomes singular at −0.36742 hartree, and direct diagonalization on a grid gives the same energy to this accuracy.

**A strip with 240 slices**

Take W = 10 bohr, E = 0.35 hartree and slices 1.5 bohr thick. Odd slices have

V(y) = V₀ + F(y − W/2), V₀ = 0.16 hartree, F = 0.04 hartree/bohr,

and even slices have V = 0. The tilt couples the modes. With 2 sin A sin B = cos(A − B) − cos(A + B), its matrix elements need, for integer l ≠ 0,

∫₀ᵂ (y − W/2)cos(lπy/W)dy = −(W/lπ)²[1 − (−1)ˡ].

This follows by parts, as the boundary term contains sin(lπy/W) and vanishes. For l = 0 the integral is zero. Thus for m + n odd

⟨m|y − W/2|n⟩ = −(2W/π²)[1/(m − n)² − 1/(m + n)²] = −8Wmn/[π²(m² − n²)²],

and for m + n even it is zero.

The first thresholds are 0.0493, 0.1974 and 0.4441 hartree, so two modes are open in the leads. Eight are kept. With q = 1 bohr⁻¹, the largest ‖r‖ of a slice is 0.99935, which bounds ‖X‖ by about 1530. The largest value met while building the chain is 1.72, far below that bound.

For four slices σ_min(t) = 7.710 × 10⁻⁷. The norm formula gives 2/(7.710 × 10⁻⁷) = 2.594 × 10⁶, in agreement with the directly computed norm.

For longer chains, estimate the growth from the highest closed mode. Its decay constants in the two kinds of slice are 2.440 and 2.370 bohr⁻¹, with mean 2.405. The exponent per slice is

2.405 × 1.5 = 3.608,

or 3.608/2.303 = 1.567 powers of ten. The value 2.440 includes the coupling to other modes inside a tilted slice; reflection and mode mixing at the joints between slices are neglected. The largest double-precision number is about e^{709.8}, so overflow is expected near slice 709.8/3.608 = 197, which is where it occurs.

Accuracy is lost much earlier. The errors below are absolute errors of amplitudes, measured against an 800-digit transfer calculation. They refer to incidence from the left in the two open modes. Those of the star product include the outgoing evanescent amplitudes; those of the transfer matrix cover open transmission only, obtained by solving the matching conditions at both leads as one linear system for the reflected and transmitted amplitudes.

- 8 slices: star 2 × 10⁻¹⁵, transfer 2 × 10⁻¹².
- 16 slices: star 6 × 10⁻¹⁵, transfer 1.9.
- 80 slices: star 3 × 10⁻¹⁴, transfer 3 × 10¹⁰⁰.
- 240 slices: star 9 × 10⁻¹⁴, transfer overflow.

At 8 slices the norm is already about 5 × 10¹², and multiplying it by the relative spacing would suggest an error near 10⁻³. The observed error is smaller by a factor of about 10⁹. About the same factor separates this estimate from the observed error at 16 slices (norm 1.6 × 10²⁵, estimate 3 × 10⁹, error 1.9) and at 80 slices (norm 3 × 10¹²⁵, estimate 6 × 10¹⁰⁹, error 3 × 10¹⁰⁰). With this way of extracting the amplitudes the error thus grows roughly in proportion to the norm but lies far below the estimate; the size of the factor is not derived here. Beyond order one the size of the error depends on the extraction. If t is taken instead as the transpose of M_bb⁻¹, with M written in the lead modes, the error is similar up to 14 slices and then stays near 0.9. Either way all digits are lost by about 16 slices.

After 240 slices, the transmission probabilities are 0.9635 from mode 1 to 1, 0.9055 from 2 to 2, and 0.0065 between different modes in either direction. For incidence in mode 1 the reflection probabilities are 0.0191 and 0.0109, and the sum is

0.9635 + 0.0065 + 0.0191 + 0.0109 = 1.0000.

The closed modes cannot all be dropped to avoid the large exponentials. With the two open modes alone, the 2-to-2 transmission falls to 0.7252, a change of 0.18. Going from eight modes to twelve changes no transmission probability by more than 2.3 × 10⁻⁵. Repeating the calculation with q = 0.4 bohr⁻¹ changes them by less than 10⁻¹³, as it should, since in exact arithmetic q is only a choice of description. For rounding the choice does matter. If q is far above or far below all |k|, then ρ² is close to 1 for every mode, X becomes large and digits can be lost. In this chain the largest ‖X‖ rises from 1.72 at q = 1 bohr⁻¹ to about 57 at q = 10, 3.5 × 10⁴ at q = 10⁻³ and 4 × 10⁵ at q = 10³ bohr⁻¹. The rounding error of the open transmission amplitudes rises with it, from about 10⁻¹³ at q = 1 bohr⁻¹ to between 10⁻¹¹ and 10⁻¹⁰ at q = 10⁻³ and 10³ bohr⁻¹.

**The procedure and its limits**

1. Choose N and a common q > 0 of the order of the modes' |k|, and diagonalize H in each distinct slice.
2. Form r and t from the decaying factors p, and rotate them back to the common modes.
3. Join slices in order with the star product, solving linear systems with 1 − r′_A r_B.
4. Attach the leads last, and read probabilities from the open-channel block.
5. Increase N until the probabilities settle.

The proof of boundedness assumes real energy and a real potential. With absorption or gain, flux is not conserved and S is in general not unitary. A magnetic field brings the vector potential into the Schrödinger equation. In a gauge with Aₓ ≠ 0 the flux along x contains it too, so that the reference waves must then be defined anew. Neither absorption or gain nor a magnetic field is treated here.

Computed values

```
strip width 10.0 bohr, energy 0.35 hartree, slice thickness 1.5 bohr
raised slice: offset 0.16 hartree, tilt 0.04 hartree/bohr; q = 1.0 /bohr
mode thresholds (hartree): [0.0493 0.1974 0.4441 0.7896 1.2337 1.7765 2.4181 3.1583]
open lead wave numbers (1/bohr): [0.77544 0.55246]
closed lead decay constants (1/bohr): [0.4339 0.9376 1.3294 1.6891 2.0337 2.3699]
top-mode decay constant, raised and free slice (1/bohr): [2.44011 2.36993]
top mode, free slice: decay factor 0.02858, |r| 0.999161, |t| 0.040953
largest norm of r of one slice: 0.999348
norm of inverse in star product: largest 1.7151, bound 1533.2
largest unitarity error, chains of 1 to 240 slices: 2.7e-13
4 slices: sigma_min(t) 7.710338e-07, transfer norm direct 2.593920e+06, formula 2.593920e+06
slices | length (bohr) | log10 transfer norm | star error | transfer error
   4 |    6.0 |     6.42 | 1.5e-15 | 6.8e-16
   8 |   12.0 |    12.68 | 2.2e-15 | 1.8e-12
  16 |   24.0 |    25.21 | 6.2e-15 | 1.9e+00
  24 |   36.0 |    37.74 | 6.1e-15 | 1.1e+13
  40 |   60.0 |    62.80 | 1.2e-14 | 1.1e+38
  80 |  120.0 |   125.44 | 2.8e-14 | 3.3e+100
 240 |  360.0 |   376.03 | 9.3e-14 | overflow
transfer overflow: at slice 197, predicted 196.8
240 slices, transmission probabilities (row out, column in):
[[0.963475 0.006524]
 [0.006524 0.905492]]
240 slices, reflection probabilities (row out, column in):
[[0.019137 0.010863]
 [0.010863 0.07712 ]]
total transmission summed over both incident modes: 1.882015
open-block unitarity error: 1.9e-13
largest entry of full lead-basis matrix: 0.9816
change of probabilities for q = 0.4 /bohr: 4.6e-14
doubling 120 + 120 slices, largest difference: 1.9e-15
transmission probabilities with the 2 open modes only:
[[0.901688 0.056774]
 [0.056774 0.725152]]
largest change from 8 modes: 2 modes 1.80e-01, 12 modes 2.26e-05
well depth 0.5 hartree, width 4.0 bohr: singular matching at -0.367422 hartree, grid bound state -0.367423 hartree
```
